# Band-Edge Response to Strain at a Threefold-Symmetric Valley: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: what threefold symmetry permits

A calculation of strained band edges in a two-dimensional channel material has to settle two things before it starts. One is which strains to apply: is one equibiaxial run enough, or does each direction of uniaxial strain need its own? The other is where to read the energy: at the K point carried along with the lattice, or at an extremum located afresh for every strain? For a nondegenerate valley with threefold symmetry, the linear energy coefficient can be obtained from equibiaxial strain and read at K. The position of a valley at K cannot: shear in general moves it in proportion to the strain. Nor is K sufficient under shear once second-order energies matter.

### Strain and the material wave vector

Let a homogeneous in-plane deformation carry each lattice vector $\mathbf R$ to $(1+\varepsilon)\mathbf R$, where $\varepsilon$ is a small symmetric tensor. A rigid rotation could be added, but it turns the whole crystal without changing its band energies, so it is left out. Atomic units are used in the algebra, $\hbar=m_e=e=1$.

A Bloch state with laboratory wave vector $\mathbf k$ acquires the phase $\mathbf k\cdot(1+\varepsilon)\mathbf R$ on translation by a strained lattice vector. Since $\varepsilon$ is symmetric,

$$
\mathbf k\cdot(1+\varepsilon)\mathbf R=\boldsymbol\kappa\cdot\mathbf R,
\qquad
\boldsymbol\kappa=(1+\varepsilon)\mathbf k .
$$

The material wave vector $\boldsymbol\kappa$ labels the state by its phases on the original lattice. Holding it fixed is the same as holding the fractional coordinates of the wave vector fixed. Write $\boldsymbol\kappa=\mathbf K+\mathbf q$. Here "staying at K" means $\mathbf q=0$, and "valley displacement" means a nonzero $\mathbf q$ at the extremum. The geometrical change of the reciprocal lattice is thereby kept apart from the electronic response; it is restored below.

It is convenient to write plane vectors as complex numbers, $q=q_x+iq_y$, and to split the strain into

$$
T=\varepsilon_{xx}+\varepsilon_{yy},
\qquad
\eta=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}.
$$

The relative area change is $\det(1+\varepsilon)-1=T+\det\varepsilon$. The determinant of $\varepsilon$ is second order, so $T$ is the area change to first order. The complex number $\eta$ holds the two traceless components, called shear here. It includes the difference between stretching along $x$ and along $y$, as well as $\varepsilon_{xy}$.

To find how strain acts on a vector $v=v_x+iv_y$, put $\eta=\eta_1+i\eta_2$. Then $\varepsilon_{xx}=(T+\eta_1)/2$, $\varepsilon_{yy}=(T-\eta_1)/2$ and $\varepsilon_{xy}=\eta_2/2$, so

$$
\begin{aligned}
\varepsilon v
&=\frac T2(v_x+iv_y)
+\frac12\left[\eta_1v_x+\eta_2v_y+i(\eta_2v_x-\eta_1v_y)\right]\\
&=\frac T2\,v+\frac{\eta}{2}\,v^* .
\end{aligned}
$$

The last step follows by multiplying out $(\eta_1+i\eta_2)(v_x-iv_y)$.

Now rotate the strain by an angle $\alpha$. The rotated strain acting on the rotated vector $e^{i\alpha}v$ must give $e^{i\alpha}$ times the old result. If its shear is $\eta'$, this requires

$$
\frac{\eta'}2e^{-i\alpha}v^*=e^{i\alpha}\frac{\eta}{2}v^*,
\qquad
\eta'=e^{2i\alpha}\eta .
$$

The area change $T$ is unaffected. Shear turns through twice the angle of a vector, and this difference governs everything that follows.

### The symmetry condition

Consider one band whose extremum in the unstrained crystal lies at K. Four assumptions enter.

- The band is nondegenerate at K, apart from a spin label that may be treated separately if the spins do not mix. Its separation from other bands is large compared with the changes caused by $q$ and $\varepsilon$. Its energy is then a smooth function of both.
- A rotation by 120° is a symmetry of the unstrained crystal and takes K to itself, up to a reciprocal lattice vector.
- The atoms inside the cell relax to positions that are smooth, unique functions of strain. Rotating the strain then rotates the relaxed structure.
- Energy is measured from a reference that is independent of strain or, like the vacuum level outside the layer, takes the same value when the strained crystal is rotated as a whole.

Take a strained crystal and turn it rigidly through 120°. No energy changes. The turned crystal can also be made from the original one by applying the turned strain, because the unstrained crystal is mapped to itself. With $\omega=e^{2\pi i/3}$, the two descriptions give

$$
E(q,T,\eta)=E(\omega q,T,\omega^2\eta).
$$

This condition applies to finite strain within the range where the assumptions hold. It does not say that the strained crystal has threefold symmetry. It relates the bands of differently strained crystals.

### Terms allowed in the expansion

A smooth real energy can be expanded in $q$, $q^*$, $T$, $\eta$ and $\eta^*$. Each term acquires a power of $\omega$ under the rotation, and its coefficient must vanish unless that factor is one.

At first order, $q$ acquires $\omega$ and $\eta$ acquires $\omega^2$. Both are forbidden, as are their conjugates. The term in $T$ is allowed.

At second order, the factors are:

- $q^2$: $\omega^2$, forbidden; $|q|^2$: 1, allowed.
- $\eta^2$: $\omega^4=\omega$, forbidden; $|\eta|^2$: 1, allowed.
- $\eta q$: $\omega^3=1$, allowed.
- $\eta q^*$: $\omega^2\omega^{-1}=\omega$, forbidden.
- $Tq$: $\omega$, and $T\eta$: $\omega^2$, both forbidden; $T^2$: 1, allowed.

A conjugate term is allowed or forbidden together with its partner. Hence

$$
E=E_0+DT+\frac{|q|^2}{2m}+\mathrm{Re}(B\eta q)
+\frac{\alpha}{2}T^2+\frac{\gamma}{2}|\eta|^2+O(3),
$$

where $O(3)$ means third order in $q$ and strain together. The constants $D$, $m$, $\alpha$ and $\gamma$ are real, while $B$ may be complex. The mass is signed: $m>0$ at a minimum and $m<0$ at a maximum. A quadratic extremum is assumed, so $1/m\neq0$. Threefold symmetry has also made the unstrained mass isotropic, since $q^2$ is absent.

The product $\eta q$ is the coupling that matters for the valley position. Neither factor may appear alone as a first-order term, but their product may appear as a second-order term. At fixed nonzero shear it gives the energy a slope in $q$ at K.

A further symmetry can fix the phase of $B$. Suppose that K lies on the $x$ axis and that the crystal has the mirror $x\to-x$ and time-reversal symmetry. The mirror takes $\mathbf K+(q_x,q_y)$ to $-\mathbf K+(-q_x,q_y)$. Time reversal changes the sign of the full wave vector and returns it to $\mathbf K+(q_x,-q_y)$. In complex notation $q\to q^*$. The mirror reverses $\varepsilon_{xy}$, and time reversal leaves strain alone, so $\eta\to\eta^*$. Therefore

$$
\mathrm{Re}(B\eta q)=\mathrm{Re}(B\eta^*q^*)=\mathrm{Re}(B^*\eta q)
$$

for every $\eta$ and $q$, and $B$ is real. Without the mirror, both parts of $B$ may be present. The separation of area change from shear does not depend on this extra symmetry.

### Displacement and energy of the extremum

Since $\mathrm{Re}(B\eta q)=q_x\,\mathrm{Re}(B\eta)-q_y\,\mathrm{Im}(B\eta)$, the stationary conditions at leading order are

$$
\frac{q_x}{m}+\mathrm{Re}(B\eta)=0,
\qquad
\frac{q_y}{m}-\mathrm{Im}(B\eta)=0 .
$$

Multiplying the second by $i$ and adding it to the first gives

$$
q_e=-m(B\eta)^*+O(\varepsilon^2).
$$

The correction has the stated order because third-order energy terms have second-order gradients when $q$ is proportional to strain. The nonzero curvature $1/m$ turns such a gradient into a second-order change of position.

Now insert $q_e$ into the two energy terms that contain it:

$$
\frac{|q_e|^2}{2m}=\frac m2|B\eta|^2,
\qquad
\mathrm{Re}(B\eta q_e)=-m|B\eta|^2 .
$$

Their sum is $-m|B\eta|^2/2$. The extremum energy is thus

$$
E_e=E_0+DT+\frac{\alpha}{2}T^2
+\frac12\left(\gamma-m|B|^2\right)|\eta|^2+O(\varepsilon^3).
$$

This is the result sought. At first order, area change alters the energy and shear does not. At the same order, shear moves the extremum whenever $B\neq0$, and area change does not.

The energy difference between the extremum and the fixed point K is $-m|B\eta|^2/2$ at leading order. For a minimum it is negative, because the electron finds a lower energy by moving. For a maximum it is positive. It is one part of the second-order shear response; the coefficient $\gamma$, which describes the energy at fixed K, is another. The energy gained by following the valley therefore cannot be identified with the whole nonlinear shift.

There is a direct way to see why shear drops out of the linear energy. Apply a given strain in three orientations, 120° apart. The edge energy is the same in all three, so the linear response is the same. Their average strain has shear $\eta(1+\omega^2+\omega^4)/3=0$, and it retains the full $T$. A linear response to the average equals the average of the responses. Each orientation must therefore respond as if it contained the area change alone. The displacement escapes this argument because it turns with the strain: the three displacements average to zero without being zero individually.

### Uniaxial strain and the laboratory frame

For a stretch $e$ along an axis at angle $\theta$, with transverse strain $-\nu e$, the unrotated values are $T=(1-\nu)e$ and $\eta=(1+\nu)e$. Rotation gives

$$
T=(1-\nu)e,
\qquad
\eta=(1+\nu)e\,e^{2i\theta}.
$$

When the layer contracts freely, $\nu$ is the same for every direction at linear order, because the same counting allows only $T^2$ and $|\eta|^2$ in the elastic energy. The edge slope with respect to $e$ is then $D(1-\nu)$ for all directions, and likewise whenever an imposed $\nu$ is held the same. The displacement has the same leading magnitude, $|mB|(1+\nu)|e|$, but its direction turns by $-2\theta$ because $q_e$ contains $\eta^*$. For equibiaxial strain $e$ in both directions, $T=2e$ and $\eta=0$, so the slope is $2D$. A coefficient quoted per unit biaxial strain must be halved before it is used as $D$.

This answers the choice of strains. Two small equibiaxial strains of opposite sign give $D$ through

$$
D\simeq\frac{E_e(e,e)-E_e(-e,-e)}{4e},
$$

where the arguments are $\varepsilon_{xx}$ and $\varepsilon_{yy}$. The second-order terms cancel in the difference. A pair of uniaxial runs of opposite sign can also be used if $T$ is known and not close to zero; as $\nu$ approaches 1, the linear shift vanishes and $D$ can no longer be extracted. To obtain the displacement one needs a sheared crystal. The gradient at fixed K, written as $\partial_{q_x}E+i\,\partial_{q_y}E$, equals $(B\eta)^*$ at leading order, so a small-strain calculation can obtain $B$ from the band slope at K and then use the unstrained mass.

To return to the laboratory frame, invert the definition of $\boldsymbol\kappa$ to first order:

$$
\begin{aligned}
k_e&=(1+\varepsilon)^{-1}(K+q_e)\\
&\simeq K+q_e-\varepsilon K\\
&=K\left(1-\frac T2\right)-\frac{\eta K^*}{2}+q_e .
\end{aligned}
$$

The term $-\varepsilon q_e$ has been dropped because it is second order. The terms containing $K$ describe the carried lattice; $q_e$ is the motion relative to it. Area change does move the valley in laboratory coordinates, but by geometry alone.

Time reversal also fixes the response of the opposite valley. Strain preserves $E(\boldsymbol\kappa)=E(-\boldsymbol\kappa)$ when spin is reversed as well, so the valley at $-\mathbf K$ has displacement $-q_e$ and the same edge energy. At the zone centre Γ, which also has threefold symmetry, time reversal maps the valley to itself. For a band without spin-orbit splitting the energy is then even in $q$, so $B=0$ and shear does not move the extremum, while the result for the linear energy still holds.

### Where the argument stops

The result concerns the followed extremum. If strain makes another valley lower, or another maximum higher, the band edge of the material changes branch and this expansion no longer gives it. If the unstrained extremum is at a point without threefold symmetry, the factor $\omega^2$ no longer excludes a linear term in $\eta$. If another band touches at K, smoothness is lost. If $1/m=0$, the stationary point need not move linearly. Bending and inhomogeneous strain lie outside the derivation, since the Hamiltonian then needs more variables than $\varepsilon$.

## Second derivation: strained hoppings on a honeycomb lattice

The symbols carried over are these. The area change is $T=\varepsilon_{xx}+\varepsilon_{yy}$, the shear is $\eta=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}$, and $q=q_x+iq_y$ is measured from K in material coordinates. Strain acts on a complex vector as $\varepsilon v=Tv/2+\eta v^*/2$. The first derivation gave

$$
E=E_0+DT+\frac{|q|^2}{2m}+\mathrm{Re}(B\eta q)+\cdots,
\qquad
q_e=-m(B\eta)^* ,
$$

with no linear shear term in the edge energy. The omitted terms do not affect these leading responses. The same form is now obtained by expanding an explicit Hamiltonian, without using the list of invariants.

For a nondegenerate valley at K, threefold symmetry allows only area change to shift the edge energy at first order, while shear moves the extremum in proportion to the strain whenever $B\neq0$. It remains to recover this form from strained hoppings on a honeycomb lattice and to calculate $D$, $m$ and $B$ for that model.
